\section*{Dawson-Function Partner of a Gaussian Absorption Line and Lorentzian Substitution Errors}

\section{Problem}

A medium has one absorption line of Gaussian shape. With fields varying as $e^{-i\omega t}$ and $\varepsilon=\varepsilon_1+i\varepsilon_2$,
\begin{equation}
\varepsilon_2(\omega)=A\left[e^{-(\omega-\omega_0)^2/2\sigma^2}-e^{-(\omega+\omega_0)^2/2\sigma^2}\right],
\label{eq:eps2}
\end{equation}
where $A,\sigma,\omega_0>0$. The mirror term makes $\varepsilon_2$ odd, as a real response in time requires. There are no other transitions, and $\varepsilon\to1$ at high frequency. The Dawson function is
\begin{equation}
D(u)=e^{-u^2}\int_0^u e^{s^2}\,ds .
\end{equation}

(a) Find the causal partner $\varepsilon_1(\omega)$ in terms of $D$.

(b) Find its static value, its form far from the line, and the oscillator strength $\int_0^\infty\omega\varepsilon_2\,d\omega$.

(c) Someone keeps the Gaussian $\varepsilon_2$ but pairs it with the Lorentzian
\begin{equation}
\varepsilon_{1L}=1+A_L\gamma\left[\frac{\omega+\omega_0}{(\omega+\omega_0)^2+\gamma^2}-\frac{\omega-\omega_0}{(\omega-\omega_0)^2+\gamma^2}\right].
\label{eq:eps1L}
\end{equation}
Let the Lorentzian absorption line belonging to $\varepsilon_{1L}$ have the same full width at half maximum as the Gaussian. Compare two heights: equal peak absorption, and equal oscillator strength. What are the errors at the line and far from it?

(d) Find the root-mean-square error of $\varepsilon_{1L}$, relative to the root-mean-square size of $\varepsilon_1-1$, for $\omega_0\gg\sigma$.

(e) Evaluate the errors for $\omega_0=0.2$ hartree, $\sigma=0.01$ hartree and $A=4$. These are round model parameters. How does the choice of $\varepsilon_1$ change the normal-incidence reflectance at $\omega_0+2\sigma$?

\section{Hints}

\begin{itemize}
\item For (a), write $\varepsilon-1$ as the transform of a response $\chi(t)$ that vanishes for $t<0$. The absorption fixes $\chi$, and $\chi$ fixes $\varepsilon_1$.
\item A sine integral over a Gaussian obeys a first-order differential equation in its frequency.
\item For (b), show first that $D'=1-2uD$.
\item For (c), find the time response whose transform contains \eqref{eq:eps1L}. Its initial slope measures the oscillator strength.
\item For (d), sine and cosine transforms of one function have equal square norms.
\end{itemize}

\section{Solution}

\subsection{(a) The causal partner}

Causality means that
\begin{equation}
\varepsilon(\omega)-1=\int_0^\infty\chi(t)e^{i\omega t}\,dt
\end{equation}
with real $\chi$. The real and imaginary parts are
\begin{equation}
\varepsilon_1-1=\int_0^\infty\chi\cos\omega t\,dt,\qquad
\varepsilon_2=\int_0^\infty\chi\sin\omega t\,dt .
\label{eq:sc}
\end{equation}
Inverting the sine transform gives, for $t>0$,
\begin{equation}
\chi(t)=\frac2\pi\int_0^\infty\varepsilon_2(x)\sin xt\,dx .
\label{eq:inv}
\end{equation}
The absorption therefore determines $\chi$, and with it $\varepsilon_1$.

This is the Kramers-Kronig relation in another form. To see this, insert \eqref{eq:inv} in the cosine transform and use $\sin xt\cos\omega t=\frac12[\sin(x+\omega)t+\sin(x-\omega)t]$. With a convergence factor $e^{-\eta t}$, $\int_0^\infty e^{-\eta t}\sin at\,dt=a/(a^2+\eta^2)$, which becomes the principal value of $1/a$ as $\eta\to0^+$. Since $\frac12[1/(x+\omega)+1/(x-\omega)]=x/(x^2-\omega^2)$,
\begin{equation}
\varepsilon_1(\omega)-1=\frac2\pi\,\mathrm P\!\!\int_0^\infty\frac{x\,\varepsilon_2(x)}{x^2-\omega^2}\,dx .
\end{equation}

Now evaluate $\chi$. The integrand of \eqref{eq:inv} is even in $x$, so the integral is half of that over the whole axis. In the first Gaussian put $x=\omega_0+y$. The part of $\sin(\omega_0+y)t$ that is even in $y$ is $\sin\omega_0t\cos yt$, and
\begin{equation}
\int_{-\infty}^{\infty}e^{-y^2/2\sigma^2}\cos yt\,dy=\sqrt{2\pi}\,\sigma e^{-\sigma^2t^2/2}.
\label{eq:gft}
\end{equation}
The second Gaussian is centred at $-\omega_0$ and gives $-\sin\omega_0t$ times the same factor. Its minus sign in \eqref{eq:eps2} makes the two contributions add:
\begin{equation}
\chi(t)=\frac{A}{\pi}\,2\sqrt{2\pi}\,\sigma e^{-\sigma^2t^2/2}\sin\omega_0t
=Be^{-\sigma^2t^2/2}\sin\omega_0t,\qquad B=2A\sigma\sqrt{\frac2\pi}.
\label{eq:chi}
\end{equation}

For the cosine transform, define $S(a)=\int_0^\infty e^{-\sigma^2t^2/2}\sin at\,dt$. Then
\begin{align}
S'(a)&=\int_0^\infty te^{-\sigma^2t^2/2}\cos at\,dt\nonumber\\
&=-\frac1{\sigma^2}\left[e^{-\sigma^2t^2/2}\cos at\right]_0^\infty-\frac a{\sigma^2}S(a)
=\frac{1-aS(a)}{\sigma^2},
\end{align}
by partial integration. Multiplication by $e^{a^2/2\sigma^2}$ turns this into $(e^{a^2/2\sigma^2}S)'=e^{a^2/2\sigma^2}/\sigma^2$. With $S(0)=0$ and the substitution $b=\sqrt2\,\sigma s$,
\begin{equation}
S(a)=\frac{e^{-a^2/2\sigma^2}}{\sigma^2}\int_0^a e^{b^2/2\sigma^2}\,db
=\frac{\sqrt2}{\sigma}D\!\left(\frac a{\sqrt2\,\sigma}\right).
\end{equation}
From $\sin\omega_0t\cos\omega t=\frac12[\sin(\omega+\omega_0)t-\sin(\omega-\omega_0)t]$ it follows that $\varepsilon_1-1=\frac B2[S(\omega+\omega_0)-S(\omega-\omega_0)]$. The prefactor is $(B/2)(\sqrt2/\sigma)=2A/\sqrt\pi$, so
\begin{equation}
\boxed{\varepsilon_1(\omega)=1+\frac{2A}{\sqrt\pi}\left[D\!\left(\frac{\omega+\omega_0}{\sqrt2\,\sigma}\right)-D\!\left(\frac{\omega-\omega_0}{\sqrt2\,\sigma}\right)\right]}
\label{eq:result}
\end{equation}
No assumption about $\sigma/\omega_0$ was needed. Further transitions would add their own contributions to both parts of $\varepsilon$.

\subsection{(b) Limits and strength}

Differentiating the definition gives $D'=1-2uD$. For large $u$, try $D=c_1/u+c_3/u^3+\dots$. The orders $u^0$ and $u^{-2}$ give $1-2c_1=0$ and $-c_1=-2c_3$, so
\begin{equation}
D(u)=\frac1{2u}+\frac1{4u^3}+\dots
\label{eq:asym}
\end{equation}
Since $D$ is odd, the static value is
\begin{equation}
\varepsilon_1(0)-1=\frac{4A}{\sqrt\pi}D\!\left(\frac{\omega_0}{\sqrt2\,\sigma}\right)
\simeq\frac B{\omega_0}\left(1+\frac{\sigma^2}{\omega_0^2}\right),
\label{eq:static}
\end{equation}
where the last form holds for $\sigma\ll\omega_0$. Far from both lines, the first term of \eqref{eq:asym} gives
\begin{equation}
\varepsilon_1-1\simeq\frac B2\left[\frac1{\omega+\omega_0}-\frac1{\omega-\omega_0}\right]
=-\frac{B\omega_0}{\omega^2-\omega_0^2},
\label{eq:wing}
\end{equation}
which tends to $-B\omega_0/\omega^2$ at high frequency.

The oscillator strength follows from the slope of \eqref{eq:inv} at $t\to0^+$:
\begin{equation}
\chi'(0^+)=\frac2\pi\int_0^\infty\omega\varepsilon_2\,d\omega
\quad\Longrightarrow\quad
\int_0^\infty\omega\varepsilon_2\,d\omega=\frac\pi2B\omega_0 .
\label{eq:strength}
\end{equation}
The same product $B\omega_0$ thus sets the strength and the far wings.

\subsection{(c) The Lorentzian substitute}

Consider $\chi_L=B_Le^{-\gamma t}\sin\omega_0t$ for $t>0$. We need
\begin{equation}
\int_0^\infty e^{-\gamma t}e^{iat}\,dt=\frac1{\gamma-ia}=\frac{\gamma+ia}{\gamma^2+a^2}.
\label{eq:expft}
\end{equation}
The imaginary part, used as $S(a)$ was above, reproduces \eqref{eq:eps1L} if $B_L=2A_L\gamma$. The real part, with $\sin\omega_0t\sin\omega t=\frac12[\cos(\omega-\omega_0)t-\cos(\omega+\omega_0)t]$, gives its true absorptive partner:
\begin{equation}
\varepsilon_{2L}=A_L\gamma^2\left[\frac1{(\omega-\omega_0)^2+\gamma^2}-\frac1{(\omega+\omega_0)^2+\gamma^2}\right].
\end{equation}
For a narrow line, $A_L$ is the peak absorption and $\gamma$ the half-width at half maximum. The Gaussian falls to one half where $(\omega-\omega_0)^2=2\sigma^2\ln2$. In this narrow-line limit, equal widths therefore require
\begin{equation}
\gamma=\sigma\sqrt{2\ln2}=1.177\,\sigma .
\end{equation}

In the same limit, equal peaks mean $A_L=A$. Equal strengths mean $\chi_L'(0^+)=\chi'(0^+)$, hence $B_L=B$ and
\begin{equation}
\frac{A_L}{A}=\frac\sigma\gamma\sqrt{\frac2\pi}=\frac1{\sqrt{\pi\ln2}}=0.678 .
\end{equation}

\textit{Far from the line.} The wings are proportional to $B_L$ and $B$. Equal peaks make them too large by the factor $B_L/B=\sqrt{\pi\ln2}=1.476$, which is the ratio of the areas $\pi\gamma A$ and $\sqrt{2\pi}\,\sigma A$ under the isolated Lorentzian and Gaussian lines of equal height and width. Equal strengths remove this factor. At zero frequency \eqref{eq:eps1L} then gives $\varepsilon_{1L}(0)-1=B\omega_0/(\omega_0^2+\gamma^2)$, and division by \eqref{eq:static} gives
\begin{equation}
\frac{\varepsilon_{1L}(0)-1}{\varepsilon_1(0)-1}\simeq1-\frac{\gamma^2+\sigma^2}{\omega_0^2}
=1-(1+2\ln2)\frac{\sigma^2}{\omega_0^2}
\end{equation}
to leading order in $\sigma^2/\omega_0^2$.

\textit{At the line.} For $\omega_0\gg\sigma$ drop the mirror terms and let $x=\omega-\omega_0$. Then
\begin{equation}
\varepsilon_1-1\simeq-\frac{2A}{\sqrt\pi}D\!\left(\frac x{\sqrt2\,\sigma}\right),\qquad
\varepsilon_{1L}-1\simeq-\frac{A_L\gamma x}{x^2+\gamma^2}.
\end{equation}
As $D(u)\simeq u$ for small $u$, the central slopes are $-\sqrt{2/\pi}\,A/\sigma=-0.798A/\sigma$ and $-A_L/\gamma$. The latter is $-0.849A/\sigma$ for equal peaks and $-0.576A/\sigma$ for equal strengths.

The extrema of the true curve lie where $D'=0$, that is $2uD=1$. The numerical root is $u=0.924$ with $D=0.541$, so the extrema are at $x=\mp1.307\sigma$ with $\varepsilon_1-1=\pm0.611A$. Those of the Lorentzian are $\pm A_L/2$ at $x=\mp\gamma$. They are too small by 18\% for equal peaks and by 44\% for equal strengths. Correcting the wings has thus made the line itself worse.

\subsection{(d) Root-mean-square error}

The difference $\varepsilon_L-\varepsilon$ is the transform of the causal function $\chi_L-\chi$. Parseval's theorem for cosine and sine transforms gives
\begin{equation}
\int_0^\infty(\varepsilon_{1L}-\varepsilon_1)^2d\omega
=\frac\pi2\int_0^\infty(\chi_L-\chi)^2dt
=\int_0^\infty(\varepsilon_{2L}-\varepsilon_2)^2d\omega .
\label{eq:parseval}
\end{equation}
The square error made in $\varepsilon_1$ equals the square mismatch of the two absorption lines. This identity does not need $\omega_0\gg\sigma$.

For $\omega_0\gg\sigma$ we may evaluate the right-hand side with single lines and integrate over all $x$. The two square norms are
\begin{equation}
A^2\!\int e^{-x^2/\sigma^2}dx=A^2\sigma\sqrt\pi,\qquad
A_L^2\!\int\frac{\gamma^4\,dx}{(x^2+\gamma^2)^2}=\frac{\pi\gamma A_L^2}2 .
\end{equation}
For the overlap, write $\gamma/(x^2+\gamma^2)=\int_0^\infty e^{-\gamma t}\cos xt\,dt$, the real part of \eqref{eq:expft}, and do the $x$ integral with \eqref{eq:gft}:
\begin{equation}
\int\frac{\gamma^2e^{-x^2/2\sigma^2}}{x^2+\gamma^2}dx
=\gamma\sqrt{2\pi}\,\sigma\int_0^\infty e^{-\gamma t-\sigma^2t^2/2}dt .
\label{eq:overlap}
\end{equation}
Let $g=\gamma/(\sqrt2\,\sigma)$. The exponent is $g^2-(\sigma t/\sqrt2+g)^2$, so the $t$ integral is $(\sqrt2/\sigma)(\sqrt\pi/2)E(g)$ with $E(g)=e^{g^2}\mathrm{erfc}(g)$, and the overlap is $\pi\gamma E(g)$. The same theorem applied to $\chi$ alone gives $\int_0^\infty(\varepsilon_1-1)^2d\omega=\int_0^\infty\varepsilon_2^2\,d\omega$, so the reference norm is $A^2\sigma\sqrt\pi$. With $r=A_L/A$, division by it gives the squared relative error
\begin{equation}
R^2=1+\frac{\sqrt\pi\,\gamma}{2\sigma}r^2-\frac{2\sqrt\pi\,\gamma}{\sigma}\,rE(g).
\label{eq:R}
\end{equation}
At equal widths $g^2=\ln2$ and $E=2\,\mathrm{erfc}\sqrt{\ln2}$. The result is $R=22\%$ for equal peaks and $R=36\%$ for equal strengths.

\subsection{(e) Numerical example}

The line centre is 0.2 hartree (5.44 eV), and $\sigma/\omega_0=0.05$. Equation \eqref{eq:chi} gives $B=2(4)(0.01)\sqrt{2/\pi}=0.0638$ hartree. The static estimate \eqref{eq:static} is $(0.0638/0.2)(1.0025)=0.320$, in agreement with the full formula. Values of $\varepsilon_1$ are:

\begin{center}
\begin{tabular}{cccc}
$\omega$ (hartree) & Dawson & equal peak & equal strength\\
0.00 & 1.320 & 1.469 & 1.318\\
0.15 & 1.759 & 2.027 & 1.696\\
0.19 & 3.395 & 3.094 & 2.419\\
0.21 & $-1.235$ & $-0.859$ & $-0.260$\\
0.22 & $-0.967$ & $-0.637$ & $-0.109$\\
0.25 & 0.403 & 0.212 & 0.466
\end{tabular}
\end{center}

Relative to the true $\varepsilon_1(0)-1$, the static error is $+47\%$ for equal peaks and $-0.6\%$ for equal strengths. A scan in steps of $\sigma/20$ finds the largest absolute errors of $\varepsilon_1$ to be 0.50 (at 0.214 hartree) and 1.10 (at 0.1865 hartree), respectively. Good static agreement says little about the region of the line.

At $0.22$ hartree (5.99 eV), $\varepsilon_2=0.541$. For a thick sample in vacuum, with $\sqrt\varepsilon=n+ik$, the reflectance is
\begin{equation}
\mathcal R=\frac{(n-1)^2+k^2}{(n+1)^2+k^2}.
\end{equation}
The Dawson value gives $|\varepsilon|=\sqrt{0.967^2+0.541^2}=1.108$. Then $n=\sqrt{(|\varepsilon|+\varepsilon_1)/2}=0.27$ and $k=\sqrt{(|\varepsilon|-\varepsilon_1)/2}=1.02$, so $\mathcal R=60\%$. The same $\varepsilon_2$ with the Lorentzian $\varepsilon_1$ gives 49\% for equal peaks and 24\% for equal strengths. The less negative $\varepsilon_1$ weakens the reflection.

The numerical check compares \eqref{eq:result} with direct Kramers-Kronig integrals and with the transform of \eqref{eq:chi}.

\section{Variation 1: the best single Lorentzian}

\textit{Which height, width and centre minimize $R$ for an isolated line?}

Shifting the Lorentzian by $c$ leaves its norm unchanged and inserts $\cos ct$ in the $t$ integral of \eqref{eq:overlap}. The rest of that integrand is positive, so the overlap is largest at $c=0$. Setting the $r$ derivative of \eqref{eq:R} to zero gives $r=2E(g)$, and then
\begin{equation}
R^2=1-2\sqrt{2\pi}\,gE(g)^2 .
\end{equation}
Since $E'=2gE-2/\sqrt\pi$,
\begin{equation}
\frac{d}{dg}(gE^2)=E\left[(1+4g^2)E-\frac{4g}{\sqrt\pi}\right].
\end{equation}
The bracket has the sign of
\begin{equation}
F(g)=\mathrm{erfc}(g)-\frac{4g\,e^{-g^2}}{\sqrt\pi(1+4g^2)},\qquad
F'(g)=-\frac{e^{-g^2}}{\sqrt\pi}\,\frac{6-8g^2}{(1+4g^2)^2}.
\end{equation}
$F$ starts at 1, falls until $g^2=3/4$, and then rises towards zero from below. It has one root, which is the maximum of $gE^2$. Numerically, $\gamma=0.925\sigma$, $A_L=1.089A$ and $R=16.7\%$. No choice of parameters for a single Lorentzian gives a smaller root-mean-square error in this limit.

\section{Variation 2: response before the impulse}

\textit{What time response belongs to the mixed pair $\varepsilon_{1L}+i\varepsilon_2$?}

The inverse transform is
\begin{equation}
\chi_m(t)=\frac1\pi\int_0^\infty\left[(\varepsilon_{1L}-1)\cos\omega t+\varepsilon_2\sin\omega t\right]d\omega .
\end{equation}
Put $t=-\tau$ with $\tau>0$. By the inverse cosine and sine transforms, the first term gives $\frac12\chi_L(\tau)$ and the second $-\frac12\chi(\tau)$. Hence
\begin{equation}
\chi_m(-\tau)=\frac{\sin\omega_0\tau}2\left[B_Le^{-\gamma\tau}-Be^{-\sigma^2\tau^2/2}\right].
\end{equation}
An exponential and a Gaussian are not the same function, so the medium responds before it is driven. In the example, at $\tau=100$ atomic units of time, $\chi_m(-\tau)$ is $-0.0044$ hartree for equal peaks and $-0.0087$ hartree for equal strengths. The true response at $t=+100$ is $0.0353$ hartree. At this $\tau$ the spurious early signal has 13\% and 25\% of that size. These fractions depend on $\tau$: the ratio $\chi_m(-\tau)/\chi(\tau)=\frac12\left[(B_L/B)e^{-\gamma\tau+\sigma^2\tau^2/2}-1\right]$ tends, as $\tau\to0$, to $+24\%$ for equal peaks and to zero for equal strengths. Replacing $\varepsilon_{1L}$ by \eqref{eq:result} makes the two terms cancel for every $\tau>0$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
line centre w0 = 0.200 hartree = 5.442 eV
standard deviation s = 0.010 hartree = 0.2721 eV
Gaussian height A = 4.00 (dimensionless)
Lorentzian half-width gamma = 0.011774 hartree
gamma/s = 1.17741
equal-strength height AL = 2.7106
AL/A for equal strength = 0.6777
response amplitude B = 0.063831 hartree
B*w0 = 0.012766 hartree^2
w (hartree), eps2, eps1 Dawson, eps1 equal peak, eps1 equal strength:
  0.00   0.0000   1.3200   1.4693   1.3181
  0.10   0.0000   1.4289   1.6213   1.4210
  0.15   0.0000   1.7591   2.0268   1.6959
  0.18   0.5413   3.1266   2.8726   2.2690
  0.19   2.4261   3.3950   3.0943   2.4192
  0.20   4.0000   1.0798   1.1176   1.0797
  0.21   2.4261  -1.2353  -0.8588  -0.2597
  0.22   0.5413  -0.9665  -0.6367  -0.1091
  0.25   0.0000   0.4031   0.2121   0.4661
  0.30   0.0000   0.7414   0.6296   0.7490
far-wing factor for equal peak = 1.4757
equal peak: error of static eps1-1 = 46.69 %
equal strength: error of static eps1-1 = -0.60 %
equal strength: leading-order deficit = 0.60 %
isolated Gaussian: extremum at u = 0.9241, D(u) = 0.5410
  detuning 1.3069 s, size 0.6105 A
  central slope -0.7979 A/s
isolated Lorentzian, equal peak: extremum size 0.5000 A
  central slope -0.8493 A/s
  extremum error -18.1 %
  rms error, isolated line = 21.93 %
  rms error, full odd line = 21.67 %
  largest eps1 error 0.4980 at 0.2140 hartree
  mixed response at t = -100 a.u.: -0.004426 hartree
isolated Lorentzian, equal strength: extremum size 0.3388 A
  central slope -0.5756 A/s
  extremum error -44.5 %
  rms error, isolated line = 35.64 %
  rms error, full odd line = 35.64 %
  largest eps1 error -1.0972 at 0.1865 hartree
  mixed response at t = -100 a.u.: -0.008696 hartree
causal response at t = +100 a.u.: 0.035345 hartree
best Lorentzian: gamma = 0.9254 s, AL = 1.0887 A
smallest possible rms error = 16.70 %
reflectance at 0.22 hartree = 5.987 eV:
  Dawson eps1: 59.7 %
  equal peak Lorentzian eps1: 48.8 %
  equal strength Lorentzian eps1: 24.5 %
\end{verbatim}
